# Why relativistic kinematics alone does not give the hydrogen fine structure

An electron without spin, treated relativistically in the Coulomb field of a proton held fixed, would have an $n=2$ level split by $1.2077\times10^{-4}$ eV. The Dirac equation gives $4.5284\times10^{-5}$ eV, and the measured interval between 2p3/2 and 2p1/2 is about $4.54\times10^{-5}$ eV, the small excess coming from recoil and the anomalous magnetic moment. At leading order in the coupling the first value is $8/3$ of the second. Relativistic kinematics therefore does not account for the fine structure by itself. Sommerfeld's relativistic orbits, which have no spin either, nevertheless give the Dirac energies, because the orbit rule leaves out two half-integers that either cancel or add to one, and a whole unit only renumbers the radial quantum number.

The nucleus is a fixed point charge $Z$. Recoil, nuclear size, hyperfine structure and radiative corrections are left out. Unless stated otherwise, $m=c=\hbar=1$, so that energies are in units of $mc^2$, and the potential energy is $V=-\gamma/r$ with $\gamma=Z\alpha$. To pass to hartree, divide an energy by $\alpha^2$.

## The counter-example: an electron without spin

The relation $E^2=1+p^2$, with $E$ replaced by $E-V$, becomes the Klein-Gordon equation $(E-V)^2\psi=(1+p^2)\psi$. With $\psi=(u/r)Y_{lm}$, the operator $p^2$ acts on $u$ as $-d^2/dr^2+l(l+1)/r^2$. Expanding $(E+\gamma/r)^2$ and collecting powers of $r$ gives

$$u''=\left[1-E^2-\frac{2\gamma E}{r}+\frac{l(l+1)-\gamma^2}{r^2}\right]u. \tag{1}$$

This is a Coulomb equation with a modified centrifugal term. Write that term as $\lambda(\lambda+1)/r^2$ and set $q=\sqrt{1-E^2}$, $a=\lambda+1>0$ and $u=r^a e^{-qr}f(r)$. Differentiating twice gives

$$u''=r^ae^{-qr}\left[f''+2\left(\frac ar-q\right)f'+\left(\frac{a(a-1)}{r^2}-\frac{2aq}{r}+q^2\right)f\right].$$

Since $a(a-1)=\lambda(\lambda+1)$, the $1/r^2$ and constant terms cancel against those of the equation. Multiplying the remainder by $r$ leaves

$$rf''+2(a-qr)f'+2(\gamma E-aq)f=0.$$

For $f=\sum_k c_kr^k$, the coefficient of $r^k$ gives

$$(k+1)(k+2a)\,c_{k+1}=2\,[q(k+a)-\gamma E]\,c_k .$$

If the series does not end, $c_{k+1}/c_k\to2q/k$, so $f$ grows as $e^{2qr}$ and $u$ is not normalizable. It ends at $k=n_r$ when

$$\frac{\gamma E}{\sqrt{1-E^2}}=N,\qquad N=n_r+\lambda+1,\quad n_r=0,1,2,\dots \tag{2}$$

As $N>0$, $E$ is positive. Squaring gives $\gamma^2E^2=N^2(1-E^2)$, hence

$$E=\left(1+\frac{\gamma^2}{N^2}\right)^{-1/2}. \tag{3}$$

For the spinless particle, adding $\tfrac14$ to $\lambda(\lambda+1)=l(l+1)-\gamma^2$ completes the square on both sides:

$$\lambda+\tfrac12=\sqrt{(l+\tfrac12)^2-\gamma^2},\qquad N=n_r+\tfrac12+\sqrt{(l+\tfrac12)^2-\gamma^2}.$$

The positive root is chosen because it joins the ordinary solution $u\sim r^{l+1}$ as $\gamma\to0$. For $l=0$ the other root also gives a function that is square integrable at the origin, so there the choice is a condition added to the equation. The root is real for s states if $\gamma<\tfrac12$.

Now let $n=n_r+l+1$ and $K=l+\tfrac12$. For small $\gamma$, $\sqrt{K^2-\gamma^2}=K-\gamma^2/2K+\dots$, so $N=n-\gamma^2/2K+\dots$ and

$$\frac1{N^2}=\frac1{n^2}\left(1+\frac{\gamma^2}{nK}+\dots\right).$$

Inserting this in $E=1-\gamma^2/2N^2+3\gamma^4/8N^4-\dots$ gives

$$E-1=-\frac{\gamma^2}{2n^2}-\frac{\gamma^4}{2n^4}\left[\frac nK-\frac34\right]+O(\gamma^6). \tag{4}$$

For $n=2$, the ratio $n/K$ is $4$ for 2s and $4/3$ for 2p. The 2p level lies higher, by

$$\Delta_{\rm KG}=\frac{\alpha^2Z^4}{32}\left(4-\frac43\right)=\frac{\alpha^2Z^4}{12}\ \text{hartree}.$$

The proof below shows that the Dirac levels obey the same formula (4) with $K=j+\tfrac12$. Then $n/K$ is $2$ for $j=\tfrac12$ and $1$ for $j=\tfrac32$, and

$$\Delta_{\rm D}=\frac{\alpha^2Z^4}{32}\ \text{hartree},\qquad \frac{\Delta_{\rm KG}}{\Delta_{\rm D}}=\frac83 .$$

For hydrogen, $\alpha^2=(0.007297353)^2=5.3251\times10^{-5}$, and one hartree is $27.211386$ eV. The product is $1.4490\times10^{-3}$ eV. Division by 12 gives $1.2075\times10^{-4}$ eV, and division by 32 gives $4.528\times10^{-5}$ eV. Numerical integration of the two radial equations, which keeps all orders in $\gamma$, gives $1.2077\times10^{-4}$ eV (29.20 GHz) and $4.5284\times10^{-5}$ eV (10.95 GHz). Their ratio is $2.6669$.

## Which terms spin adds

The Klein-Gordon shift is the kinetic correction and nothing else at this order. Put $E=1+\varepsilon$. The equation $(E-V)^2-1=p^2$ reads $2(\varepsilon-V)+(\varepsilon-V)^2=p^2$, or

$$\left[\frac{p^2}2+V-\frac{(\varepsilon-V)^2}2\right]\psi=\varepsilon\psi .$$

Project on the nonrelativistic state $\phi_0$, which obeys $(\varepsilon_0-V)\phi_0=\tfrac12p^2\phi_0$. To leading order the shift is

$$-\tfrac12\langle(\varepsilon_0-V)^2\rangle=-\tfrac18\langle p^4\rangle,$$

where $\langle p^4\rangle$ means the squared norm of $p^2\phi_0$. This is the term that follows $p^2/2$ in the expansion of $\sqrt{1+p^2}-1$.

The Dirac equation couples a two-component upper part $\phi$ to a lower part $\chi$:

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=(\varepsilon-V)\phi,\qquad \boldsymbol\sigma\!\cdot\!\mathbf p\,\phi=(2+\varepsilon-V)\chi. \tag{5}$$

The second equation gives $\chi\approx\tfrac12[1-\tfrac12(\varepsilon-V)]\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi$. Insert this in the first, use $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, and project on $\phi_0$ as before. With $A=\boldsymbol\sigma\!\cdot\!\mathbf p$ and $f=\varepsilon_0-V$, the shift is $-\tfrac14\langle AfA\rangle$. Writing out the double commutator shows that

$$AfA=\tfrac12\left(A^2f+fA^2\right)-\tfrac12[A,[A,f]].$$

Since $f\phi_0=\tfrac12p^2\phi_0$, the first part contributes $-\tfrac14\cdot\tfrac12\langle p^4\rangle=-\tfrac18\langle p^4\rangle$, the spinless result. The second contributes $+\tfrac18\langle[A,[A,f]]\rangle$.

Here $[A,f]=i\boldsymbol\sigma\!\cdot\!\nabla V$. The product rule $\boldsymbol\sigma\!\cdot\!\mathbf a\,\boldsymbol\sigma\!\cdot\!\mathbf b=\mathbf a\!\cdot\!\mathbf b+i\boldsymbol\sigma\!\cdot\!(\mathbf a\times\mathbf b)$, together with $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$ (a gradient has no curl), gives

$$[A,[A,f]]=\nabla^2V+2\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).$$

With $\nabla V=\gamma\mathbf r/r^3$, $\nabla^2V=4\pi\gamma\,\delta(\mathbf r)$ and $\boldsymbol\sigma=2\mathbf S$, the terms due to spin are

$$\frac{\pi\gamma}2|\phi_0(0)|^2+\frac\gamma2\left\langle\frac{\mathbf L\cdot\mathbf S}{r^3}\right\rangle .$$

They are the Darwin and spin-orbit terms. In atomic units $\gamma$ is replaced by $\alpha^2Z$ in them, and the kinetic term becomes $-\tfrac12\alpha^2\langle(\varepsilon_0+Z/r)^2\rangle$.

For $Z=1$ the radial functions are $R_{20}=(1-r/2)e^{-r/2}/\sqrt2$ and $R_{21}=re^{-r/2}/(2\sqrt6)$. Using $\int_0^\infty r^ke^{-r}dr=k!$, one finds $\langle1/r\rangle=\tfrac14$ for both states, and $\langle1/r^2\rangle=\tfrac14$ for 2s and $\tfrac1{12}$ for 2p. With $\varepsilon_0=-\tfrac18$,

$$\langle(\varepsilon_0+1/r)^2\rangle=\tfrac1{64}-\tfrac1{16}+\langle1/r^2\rangle=\tfrac{13}{64}\ \text{(2s)},\quad\tfrac7{192}\ \text{(2p)}.$$

The kinetic shifts are thus $-13\alpha^2/128$ and $-7\alpha^2/384$, which differ by $\alpha^2/12$.

For the Darwin term, $|\phi_0(0)|^2=R_{20}(0)^2/4\pi=1/8\pi$, which gives $\alpha^2/16$. For 2p, $\langle1/r^3\rangle=\tfrac1{24}$, and $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The spin-orbit shifts are $\alpha^2/96$ and $-\alpha^2/48$. In units of $10^{-5}$ eV:

| State | Kinetic | Spin term | Sum |
|---|---|---|---|
| 2s1/2 | −14.717 | +9.0565 | −5.660 |
| 2p1/2 | −2.6415 | −3.0188 | −5.660 |
| 2p3/2 | −2.6415 | +1.5094 | −1.132 |

Spin raises 2s and lowers 2p1/2 until they coincide. In real hydrogen the radiative corrections left out here (the Lamb shift) lift 2s above 2p1/2 by about $4.4\times10^{-6}$ eV. Without spin, 2s would remain far below 2p.

## The correct general statement

For each bound state, equation (3) holds with

$$N_{\rm KG}=n-l-\tfrac12+\sqrt{(l+\tfrac12)^2-\gamma^2},$$

$$N_{\rm D}=n-(j+\tfrac12)+\sqrt{(j+\tfrac12)^2-\gamma^2}. \tag{6}$$

Sommerfeld's rule gives the second form with his integer $k$ in place of $j+\tfrac12$. The Klein-Gordon line has been derived above. The Dirac line is proved here for $\gamma<\sqrt3/2$, where normalizability fixes the behaviour at the origin for every $j$.

**Radial equations.** Let $\Omega_\kappa$ be the spin-angle function with $(1+\boldsymbol\sigma\!\cdot\!\mathbf L)\Omega_\kappa=-\kappa\Omega_\kappa$. Then $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so $|\kappa|=j+\tfrac12$. The operator $\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}$ preserves $j$, reverses parity and squares to one. It therefore exchanges $\kappa$ and $-\kappa$, and phases can be chosen so that $\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. The product rule for $\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\boldsymbol\sigma\!\cdot\!\mathbf p$ gives

$$\boldsymbol\sigma\!\cdot\!\mathbf p=-i\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\!\cdot\!\mathbf L}r\right),$$

and hence, since $\boldsymbol\sigma\!\cdot\!\mathbf L=-\kappa-1$ on $\Omega_\kappa$,

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac Pr\Omega_\kappa=\frac ir\left(P'+\frac{\kappa P}r\right)\Omega_{-\kappa}.$$

Put $\phi=(P/r)\Omega_\kappa$ and $\chi=i(Q/r)\Omega_{-\kappa}$ in (5). With $y=(P,Q)^T$ the result is

$$y'=My,\qquad M=\begin{pmatrix}-\kappa/r&1+E+\gamma/r\\1-E-\gamma/r&\kappa/r\end{pmatrix}. \tag{7}$$

**Squaring.** Differentiation gives $y''=(M'+M^2)y$. As $M$ has zero trace, $M^2=-\det M$ times the unit matrix, that is, $\kappa^2/r^2+1-(E+\gamma/r)^2$. Therefore

$$y''=\left[1-E^2-\frac{2\gamma E}r+\frac{\kappa^2-\gamma^2+A_\kappa}{r^2}\right]y,\qquad A_\kappa=\begin{pmatrix}\kappa&-\gamma\\\gamma&-\kappa\end{pmatrix}. \tag{8}$$

This is the Klein-Gordon form (1) with a constant matrix in the centrifugal term. Multiplication shows $A_\kappa^2=s^2$ with $s=\sqrt{\kappa^2-\gamma^2}$. The trace is zero, so the eigenvalues are $\pm s$. Along the eigenvectors, (8) separates into two Coulomb equations with

$$\lambda(\lambda+1)=s^2\pm s,\qquad (\lambda+\tfrac12)^2=(s\pm\tfrac12)^2. \tag{9}$$

The $\pm\tfrac12$ next to $s$ is the contribution of spin.

**Behaviour at the origin.** For small $r$, (7) becomes $y'=-A_\kappa y/r$. Its solutions are $r^s$ along the eigenvector of $-s$ and $r^{-s}$ along that of $+s$. For $\gamma<\sqrt3/2$ we have $s>\tfrac12$, so $r^{-s}$ is not square integrable and is excluded. The allowed solution is $r^s$ times a power series whose first term lies along the eigenvector of $-s$. The minus component thus starts as $r^s$, so $\lambda=s-1$. The plus component starts no earlier than $r^{s+1}$, so $\lambda=s$.

**Energies.** Condition (2) for the two components reads

$$N=\nu_-+s,\qquad N=\nu_++1+s .$$

Both hold at the same energy when $\nu_+=\nu_--1$. For $\nu_-\ge1$, the solution of (7) that is allowed at the origin then decays in both components, so a bound state exists for either sign of $\kappa$.

For $\nu_-=0$ the plus equation has no decaying solution with the allowed start $r^{s+1}$ at the origin, so that component must vanish. What remains is $y=r^se^{-qr}v$ with constant $v$. The first row of (7) requires $v_2/v_1=(s+\kappa)/\gamma$ from the $1/r$ terms and $v_2/v_1=-q/(1+E)<0$ from the constant terms. Since $s<|\kappa|$, $\kappa$ must be negative. For $\kappa<0$ the two conditions agree: $N=s$ gives $E=s/|\kappa|$ and $q=\gamma/|\kappa|$, so $q/(1+E)=\gamma/(|\kappa|+s)=(|\kappa|-s)/\gamma$. The second row gives the same ratio, because $(1-E)/q=q/(1+E)$.

With $n=\nu_-+|\kappa|$, this proves (6). For small $\gamma$, $N_{\rm D}=n-\gamma^2/2K+\dots$ with $K=j+\tfrac12$, so the steps that led to (4) apply unchanged. The levels depend on $|\kappa|$, which is why 2s1/2 ($\kappa=-1$) and 2p1/2 ($\kappa=1$) coincide in this model.

## Why the spinless orbits succeed

A classical electron with angular momentum $L>\gamma$ obeys $(E+\gamma/r)^2=1+p_r^2+L^2/r^2$, so

$$p_r^2=-q^2+\frac{2B}r-\frac C{r^2},\qquad B=\gamma E,\quad C=L^2-\gamma^2.$$

Let $J=(1/\pi)\int p_r\,dr$ between the turning points $r_1$ and $r_2$. Vary $B$ at fixed $q$ and $C$. The end points contribute nothing, because $p_r=0$ there, and $p_r=(q/r)\sqrt{(r-r_1)(r_2-r)}$, so

$$\frac{\partial J}{\partial B}=\frac1\pi\int_{r_1}^{r_2}\frac{dr}{r\,p_r}=\frac1{\pi q}\int_{r_1}^{r_2}\frac{dr}{\sqrt{(r-r_1)(r_2-r)}}=\frac1q .$$

For a circular orbit the turning points merge, $B=q\sqrt C$ and $J=0$. Integrating from there gives

$$J=\frac{\gamma E}{\sqrt{1-E^2}}-\sqrt{L^2-\gamma^2}. \tag{10}$$

Different choices of $J$ and $L$ now give different spectra.

Sommerfeld's choice is $J=n_r$ and $L=k=1,\dots,n$ with $n=n_r+k$. It gives $N=n_r+\sqrt{k^2-\gamma^2}$, the Dirac form.

For a spinless wave, comparison with (2) shows that the correct choice is $J=n_r+\tfrac12$ and $L=l+\tfrac12$. The first half is the zero-point action of the radial motion. The second comes from $l(l+1)+\tfrac14=(l+\tfrac12)^2$. This choice gives the Klein-Gordon levels.

For a wave with spin, (9) replaces the root in (10) by $s\pm\tfrac12$. On the minus branch

$$N=\nu_-+\tfrac12+\left(s-\tfrac12\right)=\nu_-+s ,$$

and the radial half cancels the spin half. On the plus branch the two halves add to one, which only renumbers $\nu_+$. In either case no half-integer survives, and Sommerfeld's condition appears with $k=j+\tfrac12$. At $Z=60$, for $\kappa=1$, $s=0.89905$ and the two roots are $0.39905$ and $1.39905$.

The cancellation needs both halves. If the radial one is restored while $k$ stays an integer, the lowest state has $N=\tfrac12+\sqrt{1-\gamma^2}\approx\tfrac32$. The hydrogen ground level moves from $-13.606$ eV to $-13.606/(3/2)^2=-6.047$ eV. The error is then in the gross structure, not the fine structure.

Agreement in energy is also not agreement in states. The Dirac level with $k=1$, $n=2$ holds four states, two from 2s1/2 and two from 2p1/2. The integer $k=j+\tfrac12$ fixes their total angular momentum but does not distinguish the two parities.

## How far the factor 8/3 reaches

The factor belongs to $n=2$ and to leading order in $\gamma^2$. For general $n$, equation (4) gives the full spread from the lowest to the highest level. The difference of the brackets is $2n-2n/(2n-1)=4n(n-1)/(2n-1)$ without spin and $n-1$ with spin, so the ratio is

$$\frac{4n}{2n-1}.$$

It is $12/5$ for $n=3$, where integration at $Z=1$ gives $2.4001$, and it tends to $2$ for large $n$.

For heavier nuclei the ratio grows. At $Z=30$ the splittings are $108.77$ and $37.81$ eV, with ratio $2.88$. At $Z=60$ they are $2819.81$ and $667.54$ eV, with ratio $4.22$. The expansion of $\sqrt{K^2-\gamma^2}$ is governed by $\gamma^2/K^2$. At $Z=60$, $\gamma^2=0.192$, so this quantity is $0.77$ for the Klein-Gordon s state ($K=\tfrac12$) but $0.19$ for the Dirac states with $j=\tfrac12$ ($K=1$). The spinless 2s level is therefore pulled down much more strongly, and its root ceases to be real beyond $\gamma=\tfrac12$. The closed forms, the orbit integrals and the squared radial equation are checked numerically or symbolically in the numerical check.

## Table of computed values

```
fine-structure constant: 0.007297353 (no unit)
hartree energy: 27.211386 eV
Z=1 nonrelativistic n=2 level: -3.401423 eV
Z=1 first-order terms:
  kinetic, 2s: -1.4717e-04 eV
  kinetic, 2p: -2.6415e-05 eV
  Darwin, 2s: 9.0565e-05 eV
  spin-orbit, 2p1/2: -3.0188e-05 eV
  spin-orbit, 2p3/2: 1.5094e-05 eV
Z=1 full shifts from the nonrelativistic level, integrated:
  KG 2s: -1.4718e-04 eV
  KG 2p: -2.6415e-05 eV
  Dirac 2s1/2: -5.6605e-05 eV
  Dirac 2p1/2: -5.6605e-05 eV
  Dirac 2p3/2: -1.1321e-05 eV
Z=1 KG splitting 2p-2s: 1.2077e-04 eV = 29.20 GHz
Z=1 Dirac splitting 2p3/2-2p1/2: 4.5284e-05 eV = 10.95 GHz
Z=1 Sommerfeld splitting k=2 minus k=1: 4.5284e-05 eV
Z=1 ratio KG/Dirac, n=2: 2.6669 (no unit)
leading-order ratio 8/3: 2.6667 (no unit)
Z=1 ratio of full spreads, n=3: 2.4001 (no unit)
Z=1 Sommerfeld ground level: -13.6059 eV
Z=1 ground level, only radial half restored: -6.0471 eV
Z=30 KG splitting: 108.77 eV
Z=30 Dirac splitting: 37.81 eV
Z=30 ratio KG/Dirac: 2.8765 (no unit)
Z=60 KG splitting: 2819.81 eV
Z=60 Dirac splitting: 667.54 eV
Z=60 ratio KG/Dirac: 4.2242 (no unit)
Z=60 g = Z*alpha: 0.43784 (no unit)
Z=60 s for |kappa|=1: 0.89905 (no unit)
Z=60 centrifugal roots, kappa=1: 0.39905 and 1.39905 (no unit)
```
